# Exact $k_z$ integration by Sancho–Rubio decimation

A crystal cut into identical layers is invariant under translation by one layer. If every second layer is eliminated algebraically, the remaining layers are again identical and again coupled only to their neighbours. The problem keeps its form while the spacing doubles, so $n$ eliminations span $N=2^n$ layers. At complex energy $z=E+i\eta$ a propagating wave is damped by $e^{-\kappa}$ per layer. The exponent $\kappa$ is dimensionless and vanishes with $\eta$. At first order in $\eta$ the only other energy available is the band slope $v=dE/dk$, with $k$ the phase per layer, so $\kappa\propto\eta/|v|$. Distant layers decouple to a tolerance $\tau$ when $N\kappa\approx\ln(1/\tau)$, hence
$$n\approx\log_2\!\Big[\frac{|v|}{\eta}\ln\frac1\tau\Big]=\frac{\ln(1/\eta)}{\ln 2}+\text{const}.$$
The argument needs a propagating mode with $v\neq0$. Band edges and gaps give other counts, and at $\eta=0$ inside a band the scheme does not converge.

## The scheme

Units are Hartree atomic units, the basis is orthonormal, and $\eta>0$. At fixed transverse wave vector $k_\perp$ each layer has $M$ orbitals, chosen thick enough that only adjacent layers couple. The blocks are $H_0=H_0^\dagger$, $\alpha_0=\langle j|H|j+1\rangle$ and $\beta_0=\alpha_0^\dagger$; $\alpha_0$ may be singular. Then $H(k)=H_0+\alpha_0e^{ik}+\beta_0e^{-ik}$ is Hermitian for real $k$. The column $G_j=\langle j|(z-H)^{-1}|0\rangle$ obeys
$$(z-H_0)G_j-\alpha_0G_{j+1}-\beta_0G_{j-1}=\delta_{j0}.$$
Inserting $G_j=\int\frac{dk}{2\pi}e^{ikj}[z-H(k)]^{-1}$ on the left gives $\int\frac{dk}{2\pi}e^{ikj}=\delta_{j0}$, so the target $k$ integral is $G\equiv G_0$.

Suppose the chain has on-site block $\epsilon_n$ and couplings $\alpha_n,\beta_n$, and let $g_n=(z-\epsilon_n)^{-1}$. With the retained layers numbered consecutively, an odd layer carries no source, so $G_j=g_n(\alpha_nG_{j+1}+\beta_nG_{j-1})$. Substituting this for both neighbours of an even layer $j$ gives
$$(z-\epsilon_n)G_j-\alpha_ng_n(\alpha_nG_{j+2}+\beta_nG_j)-\beta_ng_n(\alpha_nG_j+\beta_nG_{j-2})=\delta_{j0}.$$
The coefficients of $G_{j+2}$, $G_{j-2}$ and $G_j$ give
$$\alpha_{n+1}=\alpha_ng_n\alpha_n,\quad \beta_{n+1}=\beta_ng_n\beta_n,\quad \epsilon_{n+1}=\epsilon_n+\alpha_ng_n\beta_n+\beta_ng_n\alpha_n .$$
The end layer of a half-crystal $j\ge0$ has no left neighbour, so $\epsilon^s_{n+1}=\epsilon^s_n+\alpha_ng_n\beta_n$. The start is $\epsilon_0=\epsilon_0^s=H_0$. Because $g_n$ is not Hermitian, $\beta_n\ne\alpha_n^\dagger$ in general for $n\ge1$, so for general complex blocks both are stored. If $H_0$ and $\alpha_0$ are real, $\epsilon_n$ and $g_n$ stay complex symmetric and $\beta_n=\alpha_n^T$ at every step.

```
Gsum = gsum = 0
for k_perp in mesh:
    es = e = H0;  a = alpha0;  b = alpha0^dagger
    while max(|a|, |b|) > tol:
        LU-factor (z - e);  solve ga = g a,  gb = g b
        es += a gb;  e += a gb + b ga
        a, b = a ga, b gb
        abort if the step count exceeds a cap
    Gsum += inv(z - e);  gsum += inv(z - es)
return Gsum / mesh size, gsum / mesh size
```

## What a finite iterate is

The recursion is block Gaussian elimination. After $n$ steps the layers strictly between $0$ and $\pm N$ are gone, and nothing beyond $\pm N$ has entered $\epsilon_n$. Thus $z-\epsilon_n$ is the Schur complement on the centre layer of the slab $-(N-1),\dots,N-1$, and $g_n$ is the centre block of the resolvent of that $(2N-1)$-layer slab. Likewise $(z-\epsilon_n^s)^{-1}$ is the end block for the $N$-layer slab $0,\dots,N-1$. A finite slab is Hermitian, so $g_n$ exists and $\|g_n\|\le1/\eta$.

The couplings hold the link to uniform meshes. Put a source $e^{i\theta p}$ on each layer $j=pN$. With $k_m=(\theta+2\pi m)/N$, the function $\psi_j=N^{-1}\sum_{m=0}^{N-1}e^{ik_mj}[z-H(k_m)]^{-1}$ solves the layer equations, because $N^{-1}\sum_me^{ik_mj}$ equals $e^{i\theta p}$ at $j=pN$ and zero elsewhere. All sources sit on retained layers and $\psi_{\pm N}=e^{\pm i\theta}\psi_0$, so the decimated equation at $j=0$ reads
$$(z-\epsilon_n-\alpha_ne^{i\theta}-\beta_ne^{-i\theta})^{-1}=\frac1N\sum_m[z-H(k_m)]^{-1}.$$
The $k$ integral itself is reached only as $\alpha_n,\beta_n\to0$.

## Transfer-matrix modes

A source-free solution $\psi_j=\lambda^ju$ needs $P(\lambda)u=0$ with $P=\beta_0-(z-H_0)\lambda+\alpha_0\lambda^2$. In the variable $(u,\lambda u)$ this is the $2M$-dimensional pencil
$$\begin{pmatrix}0&1\\-\beta_0&z-H_0\end{pmatrix}w=\lambda\begin{pmatrix}1&0\\0&\alpha_0\end{pmatrix}w ,$$
assumed here to have $2M$ independent eigenvectors. A singular $\alpha_0$ gives roots at $0$ and $\infty$.

On $\lambda=e^{ik}$, $\det P=(-\lambda)^M\det[z-H(k)]$, which is nonzero since a Hermitian matrix has no eigenvalue $z$. By the argument principle the number of roots inside the unit circle is $M$ plus the winding number of $\det[z-H(k)]$. That integer is continuous in $z$ over the upper half-plane, and it is zero for $|z|>\max_k\|H(k)\|$, where $\det(1-sH/z)$ stays nonzero as $s$ goes from $1$ to $0$. So $M$ roots lie inside and $M$ outside, counting those at infinity.

Collect the inner modes in $U_+,\Lambda_+$. If $U_+c=0$, then $\psi_j=U_+\Lambda_+^jc$ decays, vanishes at $j=0$, and so solves the eigenvalue equation of the Hermitian half-crystal $j\ge1$ at non-real $z$. This forces $\psi_1=0$. Then $(U_+c,U_+\Lambda_+c)=0$, and independence of the pencil eigenvectors gives $c=0$. Hence $U_+$ is invertible, and by the mirror argument so is $U_-$, built from the outer modes (the lower half of $w$ is used, since it survives at $\lambda=\infty$). Define
$$F_+=U_+\Lambda_+U_+^{-1},\qquad F_-=U_-\Lambda_-^{-1}U_-^{-1}.$$
For $j\ge0$ the difference $G_j-F_+^jG$ decays, is source-free for $j\ge1$ and vanishes at $0$, so it is zero by the same argument; likewise $G_{-j}=F_-^jG$. The equation at $j=0$ then gives
$$G=(z-H_0-\alpha_0F_+-\beta_0F_-)^{-1},\qquad g_s=(z-H_0-\alpha_0F_+)^{-1},$$
the second for the half-crystal, which has no left neighbour.

## Agreement of the two methods

Let $X=F_+^N$ and $Y=F_-^N$. The solution $F_+^j$ is source-free on layers $1,\dots,2N-1$, so it satisfies the decimated equation at $j=N$. The same holds for the left-decaying solution at $j=-N$, and $G_j$ satisfies the one at $j=0$:
$$(z-\epsilon_n)X=\beta_n+\alpha_nX^2,\quad (z-\epsilon_n)Y=\alpha_n+\beta_nY^2,\quad z-\epsilon_n=G^{-1}+\alpha_nX+\beta_nY .$$
Multiplying the third relation by $X$ from the right and subtracting the first cancels $\alpha_nX^2$ and leaves $\beta_n(1-YX)=G^{-1}X$. If $(1-YX)c=0$ then $Xc=0$, so $c=YXc=0$, and the factor is invertible. The same steps with $Y$ give the partner:
$$\beta_n=G^{-1}X(1-YX)^{-1},\qquad\alpha_n=G^{-1}Y(1-XY)^{-1}.$$
Let $e^{-\kappa_\pm}<1$ be the spectral radius of $F_\pm$. Then $\|X\|\le \mathrm{cond}(U_+)\,e^{-\kappa_+N}$, and similarly for $Y$. Both couplings vanish, $\beta_n$ at rate $\kappa_+$ or faster and $\alpha_n$ at rate $\kappa_-$ or faster, and $\epsilon_n\to\epsilon_\infty=z-G^{-1}$ with
$$\epsilon_\infty-\epsilon_n=\alpha_nX+\beta_nY=O\big(e^{-(\kappa_++\kappa_-)N}\big).$$
Decimation therefore converges to the mode result. The expressions for the couplings give $X\approx G\beta_n$ and $Y\approx G\alpha_n$ to leading order in $X,Y$, so $\|\epsilon_\infty-\epsilon_n\|\lesssim2\|G\|\|\alpha_n\|\|\beta_n\|$. The error is second order in the quantity the loop monitors.

For a single orbital with $H_0=0$ and $\alpha_0=\beta_0=h=-t$, one has $F_\pm=\lambda$ and $z=h(\lambda+1/\lambda)$ with $|\lambda|<1$. Then $G^{-1}=z-2h\lambda=h(1/\lambda-\lambda)$, $G^{-2}=z^2-4t^2$, and $g_s=1/(z-h\lambda)=\lambda/h$. The general formulas become
$$\alpha_n=\frac{G^{-1}\lambda^N}{1-\lambda^{2N}},\qquad z-\epsilon_n=G^{-1}+2\alpha_n\lambda^N=G^{-1}\frac{1+\lambda^{2N}}{1-\lambda^{2N}} .$$
The error of $G_n\equiv g_n$ relative to $G$ is $G_n/G-1=-2\lambda^{2N}/(1+\lambda^{2N})$. For the mesh at $\theta=0$, $z-\epsilon_n-2\alpha_n=G^{-1}(1-\lambda^N)^2/(1-\lambda^{2N})$, so the $N$-point sum is $G(1+\lambda^N)/(1-\lambda^N)$, with relative error $2\lambda^N/(1-\lambda^N)$. The ratio $x_n=(z-\epsilon_n)/\alpha_n=\lambda^N+\lambda^{-N}$ obeys $x_{n+1}=x_n^2-2$.

## Step count and cost

Stop the chain at $|\alpha_n|\le\tau t$ with $\tau\ll1$. Near the stop $|\lambda^{2N}|$ is negligible and $|\alpha_n|=|G^{-1}|e^{-\kappa N}$, so
$$n=\Big\lceil\log_2\frac{\ln(|G^{-1}|/\tau t)}{\kappa}\Big\rceil .$$

In a band, let a nondegenerate branch satisfy $E_b(k_0)=E$ with slope $v\ne0$ and curvature $E_b''$. Solving $v\delta+\tfrac12E_b''\delta^2=i\eta$ for $\delta=k-k_0$ gives $\delta=i\eta/v+E_b''\eta^2/2v^3+\dots$, whose second term is real, so $|\lambda|=e^{-\eta/v}$ up to $O(\eta^3)$ in the exponent, for $\eta\ll v^2/|E_b''|$ and $\eta\ll|v^3/E_b'''|^{1/2}$; at an inflection point such as the band centre of the chain, where $\kappa=\mathrm{arcsinh}(\eta/2t)$, the second condition is the one that matters. Right-movers ($v>0$) are inner modes. Once $\eta$ is small enough that evanescent modes decay faster, $\kappa_\pm=\eta/\max|v|$ over right- or left-movers: the fastest mode sets the count. For the chain $E_b=-2t\cos k$, $v=\sqrt{4t^2-E^2}$ and $|G^{-1}|\approx v$, so $dn/d\ln(t/\eta)=1/\ln2$ apart from the ceiling.

At the edge $E=2t$, write $\lambda=-e^{-\gamma}$, so that $\cosh\gamma=z/2t=1+i\eta/2t$. For $\eta\ll t$, $\gamma^2\approx i\eta/t$ and $\kappa=\mathrm{Re}\,\gamma=\sqrt{\eta/2t}$, while $|G^{-1}|=|4it\eta-\eta^2|^{1/2}\approx2\sqrt{t\eta}$. The slope is $(1-1/L)/(2\ln2)$ with $L=\ln(2\sqrt{\eta/t}/\tau)$, slightly under half the band value. In a gap, $\kappa=\mathrm{arccosh}(|E|/2t)$ and $|G^{-1}|=\sqrt{E^2-4t^2}$ stay finite as $\eta\to0$.

Counts from the running iteration at $\tau=10^{-10}$, with the unrounded estimate in brackets:

| $\eta/t$ | $E=0.7t$ | $E=2t$ | $E=3t$ |
|---|---|---|---|
| $10^{-2}$ | 13 (12.11) | 9 (8.24) | 5 (4.63) |
| $10^{-4}$ | 19 (18.76) | 12 (11.40) | 5 (4.63) |
| $10^{-6}$ | 26 (25.40) | 15 (14.54) | 5 (4.63) |
| $10^{-8}$ | 33 (32.05) | 18 (17.65) | 5 (4.63) |

The fitted band slope is $1.447$ against $1/\ln2=1.443$. The edge slope $0.683$ lies below $0.721$ by about the amount the $1/L$ term requires: the estimates give $(17.65-8.24)/\ln10^6=0.681$. In a random complex $3\times3$ model at $\eta=10^{-4}$ Ha the fastest slopes are $0.8182$ and $-0.9584$ Ha, and the pencil gives $\kappa_+=1.2222\times10^{-4}$ and $\kappa_-=1.0434\times10^{-4}$, equal to $\eta/|v|$ within the asserted $10^{-3}$. With couplings stopped at $10^{-10}$ Ha and the prefactor omitted, $\log_2(23.03\times9584)=17.75$, and the loop took 18 steps.

A step costs one LU factorization, $2M$ solves and four products, $O(M^3)$. Per $k_\perp$ in a band, decimation costs $O(M^3\log_2(|v|/\eta))$ at fixed tolerance and a uniform $k$ mesh $O(M^3|v|/\eta)$. The pencil costs one $2M$ eigenproblem independent of $\eta$, but it needs a reliable sorting of $|\lambda|$ against $1$ and well-conditioned $U_\pm$.

## Failure modes

At $\eta=0$ inside the band $|\lambda|=1$, and $|\alpha_n|=v/|1-\lambda^{2N}|\ge v/2$ for all $n$. The real map $x\to x^2-2$ stays in $[-2,2]$, and the stopping test is never met. At energies where $\lambda^{2N}=-1$ for some $N=2^n$, such as $E=0$ and $E=\sqrt2\,t$, $x_n=0$: $g_n$ does not exist and the recursion breaks down. For $t=0.05$ Ha and $E=0.7t$ the smallest $|\alpha_n|$ in 40 steps was $0.04684$ Ha, equal to the bound to the digits shown.

Rounding is amplified by resonant intermediate slabs. From the closed forms, $(z-\epsilon_n)^2-4\alpha_n^2=G^{-2}[(1+\lambda^{2N})^2-4\lambda^{2N}]/(1-\lambda^{2N})^2=G^{-2}$ at every step, and the final $G$ is fixed by this invariant. At $E=0$, $\alpha_1=t^2/i\eta$ and $z-\epsilon_1=i(\eta+2t^2/\eta)$, so two terms of size $4t^4/\eta^2$ cancel to $-4t^2-\eta^2$. A relative rounding $\varepsilon_{\rm mach}$ in $z-\epsilon_1$ shifts the first term by $8\varepsilon_{\rm mach}t^4/\eta^2$, which is $2\varepsilon_{\rm mach}t^2/\eta^2$ relative to the invariant and half of that relative to $G$. As an order of magnitude the error is $\varepsilon_{\rm mach}t^2/\eta^2$. For six values of $\eta/t$ from $1.1\times10^{-5}$ to $2.9\times10^{-5}$ the largest error relative to the closed form was $4.9\times10^{-7}$ at $E=0$, the largest ratio to the estimate $0.50$, and the largest error at $E=0.7t$ only $1.3\times10^{-15}$. Extrapolated, the estimate reaches order one at $\eta/t\sim\sqrt{\varepsilon_{\rm mach}}$: at $E=0$ the error there is typically several percent and sometimes above ten, and typically no digit survives a few times below. At other energies the amplification is of order $|(z-\epsilon_n)G|^2$, large when $\lambda^{2N}\approx1$. That a transient growth of $\|\alpha_n\|$ signals the same loss in the matrix case is a conjecture. Little growth does not exclude the loss: for two decoupled chains with hoppings $t_2\ll t_1$, the weak one at its band centre has $|\alpha_1|=t_2^2/\eta$, which can stay below $t_1$ while its error estimate $\varepsilon_{\rm mach}t_2^2/\eta^2$ is far above $\varepsilon_{\rm mach}$.

## The transverse sum

For the simple-cubic $s$ band, each $k_\perp$ is a chain at energy $w=z+2t(\cos k_x+\cos k_y)$, and $G(w)$ is analytic for $\mathrm{Im}\,w>0$. With $k_x=k'+ik''$ and real $k_y$, $\mathrm{Im}\,w=\eta-2t\sin k'\sinh k''$ is positive for $|k''|<d=\mathrm{arcsinh}(\eta/2t)$. An $N_\perp^2$ mesh average equals the sum of the Fourier coefficients whose indices are multiples of $N_\perp$, the zeroth being the integral. Shifting the contour in one variable by $d'<d$ bounds a coefficient with index $m$ in that variable by $C e^{-d'|m|}$, so the error is bounded by a constant times $e^{-d'N_\perp}$. This guarantees a decay rate of at least about $\eta/2t$ for $\eta\ll t$; it does not fix the actual rate. The same strip holds for the integrand $1/(w+2t\cos k_z)$ before the $k_z$ integral, and decimation does not widen it: $G=(w^2-4t^2)^{-1/2}$ has a branch point at $w=2t$, which for $0\le E\le4t$ is reached at $k_x=\pi/2+id$, $\cos k_y=1-E/2t$. In the example below, halving $\eta$ roughly doubles the $N_\perp$ needed for errors of $10^{-5}$ to $10^{-8}$, so in that range the total cost grows roughly as $\eta^{-2}\ln(1/\eta)$. The bound fixes only a minimum rate, not the prefactor, so this is not an asymptotic law; at looser accuracy $N_\perp$ grows more slowly than $1/\eta$.

## Worked example

Take $t=0.05$, $E=0.05$, $\eta=0.005$ Ha as round model parameters. At $k_\perp=(\pi/2,\pi/2)$, $w=z$. The inner root of $t\lambda^2+z\lambda+t=0$ is $\lambda=-0.471196+0.817946i$, so $\kappa=-\ln0.943960=0.05767$, against $\eta/v=0.005/0.086603=0.05774$. The modes give $G=0.38193-11.50878i$ and $g_s=-\lambda/t=9.42393-16.35891i$ Ha$^{-1}$.

The first step has $g_0=1/z=19.802-1.980i$ Ha$^{-1}$, $\alpha_1=0.0025\,g_0=0.049505-0.004951i$ Ha and $\epsilon_1=2\alpha_1=0.09901-0.00990i$ Ha. Then $G_1=1/(-0.04901+0.01490i)=-18.68-5.68i$ Ha$^{-1}$, a three-layer slab far from $G$. The relative error stays of order one while $\kappa N\ll1$, is $0.34$ at $n=4$, and then runs $5.0\times10^{-2}$, $1.2\times10^{-3}$, $7.7\times10^{-7}$, $3.0\times10^{-13}$ for $n=5$ to $8$. At $n=7$ the formula gives $2e^{-256\times0.057671}=7.7\times10^{-7}$, the error that the uniform mesh reaches at 256 points. The count is $\ln[(1/11.515)/(5\times10^{-12})]/0.057671=409$ layers, $\log_2409=8.7$, so 9 steps; indeed $|\alpha_8|\approx3.4\times10^{-8}$ Ha exceeds $\tau t$ and $|\alpha_9|\approx1.3\times10^{-14}$ Ha does not.

Over the mesh the slowest chain has $\mathrm{Re}\,w=0$, where $v=2t$ and $\kappa\approx0.05$. This gives $\ln(2\times10^{10})/0.05=474$ layers, $\log_2=8.89$, and 9 steps were taken.

An independent reference follows from $1/(z-\varepsilon)=-i\int_0^\infty e^{i(z-\varepsilon)s}ds$, which converges for $\eta>0$. The band energy is a sum over three axes, so the average of $e^{-i\varepsilon s}$ factorizes. A periodic axis gives $\frac1\pi\int_0^\pi e^{2its\cos k}dk=J_0(2ts)$. The end site of a half-chain, with eigenstates $\propto\sin kj$, $j\ge1$, gives $\frac2\pi\int_0^\pi\sin^2k\,e^{2its\cos k}dk=J_1(2ts)/ts$. The references are $-i\int e^{izs}J_0^3\,ds$ and $-i\int e^{izs}J_0^2J_1/(ts)\,ds$.

The $512^2$ mesh gives $1.95476-8.77349i$ Ha$^{-1}$ in the bulk and $3.08108-9.45563i$ Ha$^{-1}$ on the surface layer, each within the asserted $10^{-10}$ relative to its Bessel integral. The density of states per site and spin, broadened by a Lorentzian of half-width $\eta$, is $8.7735/\pi=2.79$ Ha$^{-1}$ $=0.103$ eV$^{-1}$ in the bulk and $9.4556/\pi=3.01$ Ha$^{-1}$ $=0.111$ eV$^{-1}$ at the surface, with $1$ Ha $=27.2114$ eV.

The transverse error relative to the bulk reference is $1.7\times10^{-5}$ and $8.7\times10^{-9}$ at $N_\perp=128,256$. With $\eta$ halved, the comparable values $8.2\times10^{-6}$ and $4.1\times10^{-9}$ need $N_\perp=256,512$. The mean decay rates over the last two doublings are $0.052$ and $0.031$ per point, above $\eta/2t=0.050$ and $0.025$. The decay is uneven: at $\eta=0.005$ Ha the error falls from $1.7\times10^{-4}$ at $N_\perp=64$ by only a factor of ten at $128$. The cause is interference between aliased Fourier coefficients, which are the lattice Green functions $G(m_1,m_2)=-i\int e^{izs}\,i^{m_1+m_2}J_{m_1}J_{m_2}J_0\,ds$. The leading terms $4G(N_\perp,0)$ and $4G(N_\perp,N_\perp)$ have relative sizes $5.5\times10^{-4}$ and $5.2\times10^{-4}$ at $N_\perp=64$, where they largely cancel, and $6.9\times10^{-6}$ and $1.1\times10^{-5}$ at $128$, where they add. Apart from a factor $1/N_\perp$, the slower diagonal term decays at about $0.052$ per point at $\eta=0.005$ Ha and $0.026$ at half that $\eta$, so the errors on two neighbouring meshes do not fix the decay rate.

The numerical check checks the slab, mesh, mode and step-count relations numerically, including a rank-2 coupling with roots at $0$ and $\infty$.

## Numbers as computed

```
3x3 rank 3: E=-0.2916 Ha eta=0.0001 Ha v+=0.8182 v-=-0.9584 Ha
  kappa+=1.2222e-04 kappa-=1.0434e-04 /layer, steps=18, log2 estimate=17.75
3x3 rank 2: E=-0.0287 Ha eta=0.0001 Ha v+=0.2471 v-=-0.1616 Ha
  kappa+=4.0476e-04 kappa-=6.1894e-04 /layer, steps=16, log2 estimate=15.80
chain t=0.05 Ha, stop at |alpha|<=1e-10 t; steps (estimate) at eta/t=1e-2,1e-4,1e-6,1e-8
  band E=0.7t: 13(12.11) 19(18.76) 26(25.40) 33(32.05) slope 1.447 vs 1.443
  edge E=2t: 9(8.24) 12(11.40) 15(14.54) 18(17.65) slope 0.683 vs 0.721
  gap E=3t: 5(4.63) 5(4.63) 5(4.63) 5(4.63) slope 0.000 vs 0.000
eta=0, E=0.7t: min|alpha_n| over 40 steps=0.04684 Ha, v/2=0.04684 Ha
rounding, eta/t=1.1e-5..2.9e-5: max rel err E=0 4.9e-07, E=0.7t 1.3e-15
  max of err/(eps t^2/eta^2) at E=0: 0.50
example: t=0.05 Ha E=0.05 Ha eta=0.005 Ha; k_perp=(pi/2,pi/2), eps_perp=0
lambda=-0.471196+0.817946j |lambda|=0.943960
kappa=0.057671 /layer, v=0.086603 Ha, eta/v=0.057735 /layer
modes: G=0.38193054-11.50878401j 1/Ha, g_s=9.42392706-16.35891299j 1/Ha
n N alpha_n[Ha] eps_n[Ha] G_n[1/Ha] relerr(G_n) relerr(N-point mesh)
0 1 -5.0000e-02+0.0000e+00j 0.00000+0.00000j 19.80198-1.98020j 1.9e+00 1.1e+00
1 2 4.9505e-02-4.9505e-03j 0.09901-0.00990j -18.67748-5.67871j 1.7e+00 1.1e+00
2 4 -4.8099e-02-4.6231e-03j 0.00281-0.01915j 16.79393-8.59373j 1.4e+00 1.0e+00
3 8 4.2317e-02-1.2229e-02j 0.08744-0.04361j -9.94637-12.91125j 9.1e-01 8.8e-01
4 16 -2.9687e-02-1.0894e-02j 0.02807-0.06540j 4.03376-12.94899j 3.4e-01 6.4e-01
5 32 1.1452e-02-7.2658e-03j 0.05098-0.07993j -0.13521-11.77333j 5.0e-02 2.9e-01
6 64 -1.9699e-03-9.0005e-04j 0.04704-0.08173j 0.39366-11.51703j 1.2e-03 4.9e-02
7 128 4.2047e-05-3.3965e-05j 0.04712-0.08179j 0.38192-11.50879j 7.7e-07 1.2e-03
8 256 -3.2638e-08-8.1616e-09j 0.04712-0.08179j 0.38193-11.50878j 3.0e-13 7.7e-07
9 512 6.5127e-15-1.1289e-14j 0.04712-0.08179j 0.38193-11.50878j 2.3e-16 3.0e-13
eta=0.005 Ha rel err: N=32:1.2e-02 N=64:1.7e-04 N=128:1.7e-05 N=256:8.7e-09
  decay rate=0.0516 /point, eta/2t=0.0500
eta=0.0025 Ha rel err: N=64:9.8e-04 N=128:5.7e-04 N=256:8.2e-06 N=512:4.1e-09
  decay rate=0.0309 /point, eta/2t=0.0250
512^2 mesh: steps=9, estimate with v=2t: 8.890 (layers 474)
bulk G=1.95476272-8.77348859j 1/Ha, Bessel integral 1.95476272-8.77348859j 1/Ha
surface g=3.08108403-9.45562674j 1/Ha, Bessel integral 3.08108403-9.45562674j 1/Ha
bulk DOS per site and spin=2.792688 /Ha = 0.102629 /eV
surface DOS per site and spin=3.009819 /Ha = 0.110609 /eV
1 Ha=27.211386 eV
```
